# The Belinfante tensor of the Maxwell field and its momentum

Translation invariance of the free Maxwell field supplies a conserved energy-momentum tensor. This problem asks how that tensor can be improved and what the resulting momentum does to the vector potential.

Gaussian atomic units are used in the algebra: $\hbar=e=m_e=1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant. Coordinates are $x^0=ct$ and $\mathbf x$, the metric $g$ has signature $(+,-,-,-)$, and $A^\mu=(\phi,\mathbf A)$. The fields are $\mathbf E=-\nabla\phi-\partial_t\mathbf A/c$ and $\mathbf B=\nabla\times\mathbf A$. With $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$ this means

$$F^{0i}=-E_i,\qquad F^{ij}=-\epsilon_{ijk}B_k,\qquad F^2\equiv F_{\alpha\beta}F^{\alpha\beta}=-2(E^2-B^2).$$

The Lagrangian density is $\mathcal L=-F^2/16\pi$. There are no charges. The potentials are periodic in a box, or fall off fast enough for surface terms to vanish. In three-dimensional expressions, $A_i$, $E_i$, $B_i$ are ordinary vector components and $\partial_i=\partial/\partial x^i$.

## (a) The canonical tensor

**Find the tensor that Noether's theorem assigns to translations. Is it conserved, symmetric and gauge invariant?**

**Solution.** Varying the potential, and using the antisymmetry of $F$,

$$\delta\mathcal L=-\frac1{8\pi}F^{\alpha\beta}(\partial_\alpha\delta A_\beta-\partial_\beta\delta A_\alpha)=-\frac1{4\pi}F^{\alpha\beta}\partial_\alpha\delta A_\beta .$$

Hence

$$\pi^{\mu\lambda}\equiv\frac{\partial\mathcal L}{\partial(\partial_\mu A_\lambda)}=-\frac{1}{4\pi}F^{\mu\lambda},$$

and the field equations are $\partial_\mu F^{\mu\lambda}=0$. The canonical tensor is

$$\Theta^{\mu\nu}=\pi^{\mu\lambda}\partial^\nu A_\lambda-g^{\mu\nu}\mathcal L=-\frac1{4\pi}F^{\mu\lambda}\partial^\nu A_\lambda+\frac1{16\pi}g^{\mu\nu}F^2 .$$

Its divergence is

$$\partial_\mu\Theta^{\mu\nu}=(\partial_\mu\pi^{\mu\lambda})\partial^\nu A_\lambda+\pi^{\mu\lambda}\partial^\nu\partial_\mu A_\lambda-\partial^\nu\mathcal L .$$

The first term vanishes by the field equations. The last two cancel, because $\mathcal L$ depends on position through $\partial_\mu A_\lambda$ alone. So $\Theta$ is conserved in its first index.

A gauge transformation $\mathbf A\to\mathbf A+\nabla\chi$, $\phi\to\phi-\partial_t\chi/c$ reads $A_\lambda\to A_\lambda-\partial_\lambda\chi$. It changes $\Theta^{\mu\nu}$ by $F^{\mu\lambda}\partial^\nu\partial_\lambda\chi/4\pi$, which is not zero in general. Nor is $F^{\mu\lambda}\partial^\nu A_\lambda$ symmetric in $\mu\nu$. The canonical densities therefore depend on the gauge.

## (b) What the antisymmetric part means

**Use Lorentz invariance to express $\Theta^{\alpha\beta}-\Theta^{\beta\alpha}$ as a divergence.**

**Solution.** Let $x^\mu\to x^\mu+\omega^\mu{}_\nu x^\nu$ with $\omega_{\mu\nu}=-\omega_{\nu\mu}$. At a fixed point the potential changes by

$$\delta A_\lambda=\omega_{\lambda\sigma}A^\sigma-\omega_{\rho\sigma}x^\sigma\partial^\rho A_\lambda .$$

The first term rotates the vector and the second moves its argument. Since $\mathcal L$ is a scalar and $\omega^\rho{}_\rho=0$, we have $\delta\mathcal L=-\partial_\mu(\omega^\mu{}_\sigma x^\sigma\mathcal L)$. When the field equations hold, also $\delta\mathcal L=\partial_\mu(\pi^{\mu\lambda}\delta A_\lambda)$. Subtracting gives the conserved current

$$j^\mu=\pi^{\mu\lambda}\delta A_\lambda+\omega^\mu{}_\sigma x^\sigma\mathcal L
=\pi^{\mu\rho}\omega_{\rho\sigma}A^\sigma-\omega_{\rho\sigma}x^\sigma\Theta^{\mu\rho}.$$

Antisymmetrizing the factors that multiply $\omega_{\rho\sigma}$,

$$j^\mu=\tfrac12\omega_{\rho\sigma}\left(x^\rho\Theta^{\mu\sigma}-x^\sigma\Theta^{\mu\rho}+S^{\mu\rho\sigma}\right),$$

$$S^{\mu\rho\sigma}=\pi^{\mu\rho}A^\sigma-\pi^{\mu\sigma}A^\rho=-\frac1{4\pi}(F^{\mu\rho}A^\sigma-F^{\mu\sigma}A^\rho).$$

Taking the divergence and using $\partial_\mu\Theta^{\mu\nu}=0$ leaves

$$\Theta^{\alpha\beta}-\Theta^{\beta\alpha}=-\partial_\mu S^{\mu\alpha\beta}.$$

The asymmetry is thus tied to the spin current $S$, which arises because $A$ is a vector field.

## (c) The improvement

**Add to $\Theta^{\mu\nu}$ a term $\partial_\lambda K^{\lambda\mu\nu}$ that preserves conservation identically and cancels the antisymmetric part. Determine $K$ from $S$, and give the properties and components of the result.**

**Solution.** If $K^{\lambda\mu\nu}=-K^{\mu\lambda\nu}$, then $\partial_\mu\partial_\lambda K^{\lambda\mu\nu}=0$ identically. The antisymmetric part cancels if also

$$K^{\lambda\mu\nu}-K^{\lambda\nu\mu}=S^{\lambda\mu\nu}.$$

To solve for $K$, write this condition for three orderings:

$$S^{\lambda\mu\nu}+S^{\mu\nu\lambda}-S^{\nu\lambda\mu}=K^{\lambda\mu\nu}-K^{\lambda\nu\mu}+K^{\mu\nu\lambda}-K^{\mu\lambda\nu}-K^{\nu\lambda\mu}+K^{\nu\mu\lambda}.$$

Antisymmetry in the first two indices makes the second and fifth terms cancel, and likewise the third and sixth. The first and fourth add to $2K^{\lambda\mu\nu}$. The two algebraic conditions therefore fix

$$K^{\lambda\mu\nu}=\tfrac12(S^{\lambda\mu\nu}+S^{\mu\nu\lambda}-S^{\nu\lambda\mu}).$$

Inserting $S$,

$$K^{\lambda\mu\nu}=-\frac1{8\pi}\left[F^{\lambda\mu}A^\nu-F^{\lambda\nu}A^\mu+F^{\mu\nu}A^\lambda-F^{\mu\lambda}A^\nu-F^{\nu\lambda}A^\mu+F^{\nu\mu}A^\lambda\right].$$

The terms with $A^\lambda$ cancel, as do those with $A^\mu$. The terms with $A^\nu$ add:

$$K^{\lambda\mu\nu}=-\frac1{4\pi}F^{\lambda\mu}A^\nu=\frac1{4\pi}F^{\mu\lambda}A^\nu .$$

Its divergence has two pieces,

$$\partial_\lambda K^{\lambda\mu\nu}=\frac1{4\pi}F^{\mu\lambda}\partial_\lambda A^\nu+\frac1{4\pi}A^\nu\partial_\lambda F^{\mu\lambda}.$$

The first combines with $-F^{\mu\lambda}\partial^\nu A_\lambda/4\pi$ to form $F^\nu{}_\lambda=\partial^\nu A_\lambda-\partial_\lambda A^\nu$. Without using the field equations,

$$\Theta^{\mu\nu}+\partial_\lambda K^{\lambda\mu\nu}=T^{\mu\nu}+\frac1{4\pi}A^\nu\partial_\lambda F^{\mu\lambda},$$

$$T^{\mu\nu}=-\frac1{4\pi}F^{\mu\lambda}F^\nu{}_\lambda+\frac1{16\pi}g^{\mu\nu}F^2 .$$

The field equations remove the leftover term. Where charges are present it survives, and the tensor of the matter must be treated together with that of the field.

$T$ contains $F$ alone, so it is gauge invariant. Exchanging $\mu$ and $\nu$ merely exchanges the two factors $F$, so it is symmetric. Its trace is $-F^2/4\pi+4F^2/16\pi=0$, where the 4 is the dimension of spacetime.

For the components, lowering a spatial index changes a sign. Thus $F^{0\lambda}F^0{}_\lambda=-E^2$, and

$$T^{00}=\frac{E^2}{4\pi}-\frac{E^2-B^2}{8\pi}=\frac{E^2+B^2}{8\pi},$$

$$T^{0i}=\frac1{4\pi}F^{0j}F^{ij}=\frac1{4\pi}\epsilon_{ijk}E_jB_k=\frac{(\mathbf E\times\mathbf B)_i}{4\pi}.$$

For the stress, $F^{i0}F^{j0}=E_iE_j$ and $F^{ik}F^{jk}=\delta_{ij}B^2-B_iB_j$, so

$$T^{ij}=-\frac{E_iE_j}{4\pi}+\frac{\delta_{ij}B^2-B_iB_j}{4\pi}+\delta_{ij}\frac{E^2-B^2}{8\pi}
=-\frac{E_iE_j+B_iB_j}{4\pi}+\delta_{ij}\frac{E^2+B^2}{8\pi}.$$

The vanishing trace says that the three normal stresses add up to the energy density.

## (d) Two expressions for the momentum

**Compare the total momenta $\mathbf P$ from $\Theta$ and $\mathbf G$ from $T$. Then write both in terms of $\mathbf A$ and its conjugate momentum, with $\phi=0$, before Gauss's law is imposed.**

**Solution.** When the field equations hold, the difference of the totals is

$$\int d^3x\,(T^{0\nu}-\Theta^{0\nu})=\int d^3x\,\partial_iK^{i0\nu},$$

because $K^{00\nu}=0$. This is a surface term and vanishes under the stated boundary conditions. The condition concerns $\mathbf A$ as well as the fields: a uniform $\mathbf B$ in the box is periodic, but its potential is not.

With $\phi=0$, the Lagrangian density is $(\dot{\mathbf A}^2/c^2-B^2)/8\pi$, so

$$\boldsymbol\Pi=\frac{\dot{\mathbf A}}{4\pi c^2}=-\frac{\mathbf E}{4\pi c}.$$

Gauss's law, $\nabla\cdot\boldsymbol\Pi=0$, came from varying $\phi$. It must now be imposed as a constraint. Momentum density is $T^{0j}/c$ or $\Theta^{0j}/c$. From part (a), $\Theta^{0j}=E_i\partial_jA_i/4\pi$, hence

$$P_j=\frac1{4\pi c}\int d^3x\,E_i\partial_jA_i=-\int d^3x\,\Pi_i\partial_jA_i .$$

Since $(\mathbf E\times\mathbf B)_j=E_i(\partial_jA_i-\partial_iA_j)$,

$$G_j=\frac1{4\pi c}\int d^3x\,(\mathbf E\times\mathbf B)_j=P_j+\int d^3x\,\Pi_i\partial_iA_j=P_j-\int d^3x\,A_j\nabla\cdot\boldsymbol\Pi .$$

The last step is an integration by parts. The two momenta have equal values wherever Gauss's law holds, but they are different functions on the full phase space.

## (e) Action on the potential

**Find the changes of $\mathbf A$ and $\boldsymbol\Pi$ generated by $\mathbf a\cdot\mathbf P$ and $\mathbf a\cdot\mathbf G$, for a constant vector $\mathbf a$. Why can they differ, and does quantization alter the answer?**

**Solution.** All three components of $\mathbf A$ are independent, with $\{A_i(\mathbf x),\Pi_k(\mathbf y)\}=\delta_{ik}\delta(\mathbf x-\mathbf y)$. The bracket of $A_i$ with a functional is its derivative with respect to $\Pi_i$. Therefore

$$\{\mathbf A,\mathbf a\cdot\mathbf P\}=-(\mathbf a\cdot\nabla)\mathbf A,$$

which is the first-order change in $\mathbf A(\mathbf x)\to\mathbf A(\mathbf x-\mathbf a)$, and

$$\{\mathbf A,\mathbf a\cdot\mathbf G\}=-(\mathbf a\cdot\nabla)\mathbf A+\nabla(\mathbf a\cdot\mathbf A)=\mathbf a\times\mathbf B .$$

The last form is the identity $[\mathbf a\times(\nabla\times\mathbf A)]_i=a_j\partial_iA_j-a_j\partial_jA_i$. So $\mathbf G$ translates $\mathbf A$ and also performs a gauge transformation with $\chi=\mathbf a\cdot\mathbf A$. The total change is itself gauge invariant.

For $\boldsymbol\Pi$, vary $\mathbf A$ in $\mathbf a\cdot\mathbf G$ and integrate by parts:

$$\delta(\mathbf a\cdot\mathbf G)=\int d^3x\,\left[(\mathbf a\cdot\nabla)\Pi_i-a_i\nabla\cdot\boldsymbol\Pi\right]\delta A_i .$$

The bracket is minus this derivative,

$$\{\boldsymbol\Pi,\mathbf a\cdot\mathbf G\}=-(\mathbf a\cdot\nabla)\boldsymbol\Pi+\mathbf a\,\nabla\cdot\boldsymbol\Pi .$$

With $\mathbf P$ the last term is absent. On the constraint surface both momenta translate the electric field.

The difference for $\mathbf A$ arises because a bracket involves derivatives of a generator, and these need not vanish where the generator does. The functional $-\int\chi\,\nabla\cdot\boldsymbol\Pi\,d^3x$, with $\chi$ a given function, is zero under Gauss's law, yet its bracket with $\mathbf A$ is $\nabla\chi$. It generates gauge transformations. A gauge-invariant quantity has zero bracket with $\nabla\cdot\boldsymbol\Pi$, so $\mathbf P$ and $\mathbf G$ change it equally on the constraint surface.

In the quantum theory $[A_i(\mathbf x),\Pi_k(\mathbf y)]=i\delta_{ik}\delta(\mathbf x-\mathbf y)$. Reordering the factors in $G_j$ would produce a multiple of $\partial_j\delta(\mathbf x-\mathbf y)$ at coincident points. This is zero with a reflection-symmetric regulator, since the derivative of an even function vanishes at the origin; that is what makes the value of $G_j$ on a state independent of the ordering. In a commutator such a constant drops out whatever its value, and $G_j$ is linear in $\boldsymbol\Pi$, so for any ordering

$$-i[\mathbf A,\mathbf a\cdot\mathbf G]=\mathbf a\times\mathbf B .$$

On physical states, $\nabla\cdot\boldsymbol\Pi|\psi\rangle=0$ and $\mathbf G|\psi\rangle=\mathbf P|\psi\rangle$. The commutators with $\mathbf A$ still differ, because $\mathbf A|\psi\rangle$ is in general not a physical state.

## (f) Finite displacements

**Integrate the action of $\mathbf G$ for a displacement $s$ along a unit vector $\mathbf n$. Do displacements in different directions commute?**

**Solution.** Let $\mathbf A_s=e^{is\mathbf n\cdot\mathbf G}\mathbf A\,e^{-is\mathbf n\cdot\mathbf G}$. By part (e) it obeys the linear equation

$$\frac{d\mathbf A_s}{ds}=-(\mathbf n\cdot\nabla)\mathbf A_s+\nabla(\mathbf n\cdot\mathbf A_s).$$

Try $\mathbf A_s(\mathbf x)=\mathbf A(\mathbf x-s\mathbf n)+\nabla\chi_s(\mathbf x)$ with $\chi_0=0$. The translated potential accounts for the first term on the right. The two terms containing $\chi_s$ on the right are $-(\mathbf n\cdot\nabla)\nabla\chi_s$ and $\nabla(\mathbf n\cdot\nabla\chi_s)$, which cancel. What remains is satisfied by $d\chi_s/ds=\mathbf n\cdot\mathbf A(\mathbf x-s\mathbf n)$. Hence

$$\mathbf A_s(\mathbf x)=\mathbf A(\mathbf x-s\mathbf n)+\nabla\int_0^s ds'\,\mathbf n\cdot\mathbf A(\mathbf x-s'\mathbf n).$$

The gauge function is the line integral of $\mathbf A$ along the straight path from $\mathbf x-s\mathbf n$ to $\mathbf x$. Taking the curl removes it, so $\mathbf B_s(\mathbf x)=\mathbf B(\mathbf x-s\mathbf n)$. If $\mathbf n\cdot\mathbf A=0$ everywhere, the operation reduces to an ordinary translation.

For two directions define $D_{\mathbf a}\mathbf A=\mathbf a\times(\nabla\times\mathbf A)$. Because $\nabla\cdot\mathbf B=0$, $\nabla\times(\mathbf b\times\mathbf B)=-(\mathbf b\cdot\nabla)\mathbf B$, and therefore

$$[D_{\mathbf a},D_{\mathbf b}]\mathbf A=\mathbf b\times(\mathbf a\cdot\nabla)\mathbf B-\mathbf a\times(\mathbf b\cdot\nabla)\mathbf B .$$

This is bilinear and antisymmetric in $\mathbf a,\mathbf b$, so it suffices to take $\mathbf a=\hat{\mathbf x}$, $\mathbf b=\hat{\mathbf y}$ and permute the axes cyclically. The right side becomes

$$(\partial_xB_z,\ \partial_yB_z,\ -\partial_xB_x-\partial_yB_y)=\nabla B_z,$$

where $\nabla\cdot\mathbf B=0$ was used in the third component. In general

$$[D_{\mathbf a},D_{\mathbf b}]\mathbf A=\nabla[(\mathbf a\times\mathbf b)\cdot\mathbf B].$$

Displacements of $\mathbf A$ commute up to a gauge transformation. For small displacements its gauge function is the magnetic flux through the parallelogram they span.

## (g) Coulomb gauge

**Does the extra gauge transformation survive if $\nabla\cdot\mathbf A=0$ and $\nabla\cdot\boldsymbol\Pi=0$ are built into the brackets?**

**Solution.** The bracket of $A_i$ and $\Pi_k$ is now the transverse delta function, which projects a vector field onto its divergence-free part. The change of $\mathbf A$ is the transverse part of

$$\mathbf a\times\mathbf B=-(\mathbf a\cdot\nabla)\mathbf A+\nabla(\mathbf a\cdot\mathbf A).$$

The first term is already divergence-free, since $\nabla\cdot[(\mathbf a\cdot\nabla)\mathbf A]=(\mathbf a\cdot\nabla)\nabla\cdot\mathbf A=0$. The second is a gradient and is projected out. Thus

$$\{\mathbf A,\mathbf a\cdot\mathbf G\}_{\rm T}=-(\mathbf a\cdot\nabla)\mathbf A .$$

Here $\mathbf G$ translates $\mathbf A$ with no additional gauge transformation. The statement that it does so "only up to a gauge transformation" belongs to the unreduced phase space of parts (d) to (f).

## (h) A plane wave

**A vacuum wave $\mathbf A=\hat{\mathbf x}A_0\cos(kz-\omega t)$ fills a periodic cube of side $L=5000$ Å, with $k=2\pi/L$. Its classical energy equals $\hbar\omega$. Find its energy, momentum and stress. At $t=0$, examine the effect of adding $A_0\cos kx$ to $A_x$, and of a 500 Å displacement along $x$ generated by $\mathbf G$.**

**Solution.** The wave number is $k=2\pi/(5000\ \text{Å})=1.2566\times10^{-3}$ Å$^{-1}$, and $\hbar\omega=\hbar ck=2.4797$ eV. At $t=0$,

$$E_x=B_y=-E_0\sin kz,\qquad E_0=kA_0 .$$

Both squared fields average to $E_0^2/2$, so the energy is $L^3E_0^2/8\pi$. Setting it equal to $\omega$ in atomic units gives $E_0=\sqrt{8\pi\omega/L^3}$, or $8.473\times10^{-5}$ eV/($e$ Å). Then

$$A_0=\frac{E_0}{k}=\frac{8.473\times10^{-5}}{1.2566\times10^{-3}}\ \text{eV}/e=0.0674\ \text{eV}/e .$$

These are amplitudes of a classical wave, not mean fields of a one-photon number state.

Integration over the cube gives an energy of 2.4797 eV (0.09113 hartree). Both $cG_z$ and $cP_z$ are also 2.4797 eV, so $G_z=6.650\times10^{-4}$ atomic units, which is $\hbar k$. The mean energy density is

$$\frac{2.4797\ \text{eV}}{(5000\ \text{Å})^3}=1.984\times10^{-11}\ \text{eV/Å}^3 .$$

The mean $T^{zz}$ has the same value. Since $E_x^2=B_y^2$, the terms of $T^{xx}$ and $T^{yy}$ cancel. The wave pushes along its direction of travel alone, and the zero trace is visible as $T^{00}-T^{zz}=0$.

**Gauge change.** The added potential is the gradient of $(A_0/k)\sin kx$, so $\mathbf E$ and $\mathbf B$ are unchanged. Yet $c$ times the canonical momentum density along $x$ becomes

$$\frac{E_x\partial_xA_x}{4\pi}=\frac{E_0^2}{4\pi}\sin kz\,\sin kx .$$

Its peak is $3.967\times10^{-11}$ eV/Å$^3$. This equals the peak of $T^{0z}=E_0^2\sin^2kz/4\pi$, which is $c$ times the momentum density of the improved tensor (called the Belinfante density in the program). The equality comes from the choice of the added term. For an added term $a\cos qx$ the canonical density along $x$ is proportional to the product $qa$, which is freely chosen and here equals $kA_0=E_0$. The density $T^{0x}$ is zero. The sine factors make the total canonical $P_x$ vanish, and $P_z$ is unaffected because the added potential does not depend on $z$. Here the gauge alters the local momentum assignment, while the total stays fixed.

**Displacement.** The wave does not depend on $x$, so a translation along $x$ leaves it as it was. For $\mathbf n=\hat{\mathbf x}$, however, the line integral in part (f) is $\chi_s=sA_0\cos kz$, and its gradient is

$$A_z=-ksA_0\sin kz .$$

With $s=500$ Å, $ks=0.6283$ and the amplitude is $0.6283\times0.06743=0.0424$ eV/$e$. This is 63% of $A_0$, although $\mathbf B$ is unchanged to the printed accuracy. The created component is longitudinal and pure gauge.

Two other cases show the roles of the direction and of the distance. For a displacement along $z$, $\mathbf n\cdot\mathbf A=0$, and the wave is simply shifted. For a displacement along $x$ by the full side $L$, which returns every point of the periodic cube to itself, $ks=2\pi$ and $A_z$ has amplitude $2\pi A_0$. The potential does not return to its initial value, but every field does.

The numerical output below lists the values used here.

## Calculated quantities

```
speed of light c = 137.0360 atomic units
side of the periodic cube = 5000 angstrom
wave number k = 1.256637e-03 1/angstrom
photon energy hbar*omega = 2.47968 eV
electric amplitude E0 = 8.4730e-05 eV/(e angstrom)
potential amplitude A0 = 0.06743 eV/e
field energy by integration = 2.47968 eV
field energy by integration = 0.091127 hartree
c*G_z (Belinfante) by integration = 2.47968 eV
G_z (Belinfante) by integration = 6.649837e-04 atomic units
c*P_z (canonical) by integration = 2.47968 eV
mean energy density = 1.9837e-11 eV/angstrom^3
mean stress T^zz = 1.9837e-11 eV/angstrom^3
mean T^xx / mean energy density = 0.00000
mean T^yy / mean energy density = 0.00000
peak c*(Belinfante density along z) = 3.9675e-11 eV/angstrom^3
after the static gauge change:
peak c*(canonical density along x) = 3.9675e-11 eV/angstrom^3
total c*P_x (canonical) = 0.00000 eV
total c*P_z (canonical) = 2.47968 eV
displacement along x generated by G = 500 angstrom
k times displacement = 0.62832 (no unit)
amplitude of the A_z created = 0.04237 eV/e
largest change of B relative to E0 = 0.000000 (no unit)
```
